# WHAM from Maximum Likelihood and Its Relation to the Multistate Bennett Estimator: a numerical check

```python
"""
Result under test: maximum likelihood for biased histograms gives WHAM,
  p_j = M_j / sum_k N_k exp(g_k - b_kj),  exp(-g_k) = sum_j p_j exp(-b_kj),
and WHAM equals MBAR when each sample's bias is replaced by its bin value.
  p_j  unbiased probability of bin j      M_j  pooled count in bin j
  N_k  number of samples in window k      b_k  bias energy / kT of window k
  g_k  free energy / kT of window k relative to the unbiased system
Model: tilted double well on [-2, 2] bohr with harmonic umbrella windows.
Energies are in hartree and lengths in bohr.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize
from scipy.special import expit

rng = np.random.default_rng(12345)
hartree = constants.physical_constants["Hartree energy"][0]
temperature = 300.0
kT = constants.k * temperature / hartree
to_kjmol = hartree * constants.N_A / 1000.0
barrier, tilt, spring = 0.008, 0.001, 0.08
left, right = -2.0, 2.0
centres = np.linspace(-1.4, 1.4, 15)
K = len(centres)
N = np.where(np.arange(K) % 2 == 0, 1000, 500)
origin = np.repeat(np.arange(K), N)


def reduced_bias(x):
    return 0.5 * spring * (x[None, :] - centres[:, None])**2 / kT


# Reference distribution by quadrature on narrow cells
n_cells = 16000
cell_edges = np.linspace(left, right, n_cells + 1)
cells = 0.5 * (cell_edges[1:] + cell_edges[:-1])
potential = barrier * (cells**2 - 1.0)**2 + tilt * cells
rho = np.exp(-(potential - potential.min()) / kT)
rho /= rho.sum()
biased = rho * np.exp(-reduced_bias(cells))
g_exact = -np.log(biased.sum(axis=1))
biased /= biased.sum(axis=1)[:, None]
cdf = np.hstack([np.zeros((K, 1)), np.cumsum(biased, axis=1)])
cdf /= cdf[:, -1:]


def basin_difference(x, weight):
    """Free energy of the right basin minus that of the left one."""
    return -kT * np.log(weight[x > 0].sum() / weight[x < 0].sum())


dF_exact = basin_difference(cells, rho)


def draw_samples():
    return np.concatenate([np.interp(rng.random(N[k]), cdf[k], cell_edges)
                           for k in range(K)])


def bin_index(x, h):
    return np.floor((x - left) / h).astype(int)


def bin_centres(h):
    return left + (np.arange(int(round((right - left) / h))) + 0.5) * h


def wham(M, boltz):
    """Self-consistent iteration on pooled counts; boltz = exp(-b_kj)."""
    g = np.zeros(K)
    for _ in range(200000):
        p = M / ((N * np.exp(g)) @ boltz)
        p /= p.sum()
        g_new = -np.log(boltz @ p)
        change = np.abs(g_new - g).max()
        g = g_new
        if change < 1e-12:
            return p, g
    raise RuntimeError("WHAM iteration did not converge")


def mbar(b, counts):
    """Damped Newton minimization of the convex function of g, on samples."""
    def evaluate(g):
        a = np.log(counts)[:, None] + g[:, None] - b
        top = a.max(axis=0)
        e = np.exp(a - top)
        s = e.sum(axis=0)
        return (top + np.log(s)).sum() - counts @ g, e / s, top + np.log(s)
    g = np.zeros(len(counts))
    value, q, log_den = evaluate(g)
    for _ in range(200):
        total = q.sum(axis=1)
        gradient = total - counts
        hessian = np.diag(total) - q @ q.T
        step = np.zeros_like(g)
        step[1:] = -np.linalg.solve(hessian[1:, 1:], gradient[1:])
        scale = 1.0
        trial = evaluate(g + step)
        while trial[0] > value + 1e-4 * scale * (gradient @ step) + 1e-8:
            scale *= 0.5
            assert scale > 1e-12
            trial = evaluate(g + scale * step)
        g = g + scale * step
        value, q, log_den = trial
        if np.abs(step).max() < 1e-10:
            w = np.exp(-log_den)
            return w / w.sum(), g + np.log(w.sum())
    raise RuntimeError("MBAR Newton iteration did not converge")


samples = draw_samples()
w_mbar, g_mbar = mbar(reduced_bias(samples), N)
dF_mbar = basin_difference(samples, w_mbar)

# Test: numerical maximum of the full multinomial likelihood is WHAM
h = 0.4
mid = bin_centres(h)
index = bin_index(samples, h)
n_kj = np.array([np.bincount(index[origin == k], minlength=len(mid))
                 for k in range(K)])
used = n_kj.sum(axis=0) > 0
counts_used = n_kj[:, used]
boltz_used = np.exp(-reduced_bias(mid[used]))


def negative_log_likelihood(free):
    p = np.exp(np.concatenate([[0.0], free]))
    P = boltz_used * p
    P = P / P.sum(axis=1)[:, None]
    return -(counts_used * np.log(P)).sum() / N.sum()


fit = minimize(negative_log_likelihood, np.zeros(used.sum() - 1),
               method="BFGS", jac="3-point", options={"gtol": 1e-8})
p_coarse, _ = wham(counts_used.sum(axis=0), boltz_used)
likelihood_gap = np.abs(fit.x - np.log(p_coarse[1:] / p_coarse[0])).max()
# finite-difference gradients limit the accuracy of the numerical maximum
assert likelihood_gap < 1e-3

# Test: WHAM on histograms equals MBAR with biases rounded to bin centres,
# and the difference from unrounded MBAR vanishes with the bin width
widths = [0.4, 0.2, 0.1, 0.05, 0.01, 0.001, 0.0001]
binning_error, dF_binned, identity_gap = [], [], 0.0
for h in widths:
    mid = bin_centres(h)
    index = bin_index(samples, h)
    w_round, g_round = mbar(reduced_bias(mid[index]), N)
    binning_error.append(np.abs(g_round - g_mbar).max())
    dF_binned.append(basin_difference(mid[index], w_round))
    if h >= 0.05:
        M = np.bincount(index, minlength=len(mid))
        p, g = wham(M, np.exp(-reduced_bias(mid)))
        p_from_samples = np.bincount(index, weights=w_round,
                                     minlength=len(mid))
        identity_gap = max(identity_gap, np.abs(g - g_round).max(),
                           np.abs(p - p_from_samples).max())
        if h == 0.1:
            M_show, p_show, g_show, mid_show = M, p, g, mid
assert identity_gap < 1e-7
assert binning_error[-1] < binning_error[-3] / 20

# Test: two-state MBAR solves Bennett's acceptance-ratio equation
a, c = 7, 8
pair = np.concatenate([samples[origin == a], samples[origin == c]])
_, g_pair = mbar(reduced_bias(pair)[[a, c]], N[[a, c]])


def bennett(d):
    def gap(x):
        b = reduced_bias(x)
        return b[c] - b[a] - d + np.log(N[a] / N[c])
    return (expit(-gap(samples[origin == a])).sum()
            - expit(gap(samples[origin == c])).sum())


d_bennett = brentq(bennett, -30, 30, xtol=1e-12)
d_pair = g_pair[1] - g_pair[0]
assert abs(d_bennett - d_pair) < 1e-8

# Test: with exact bin populations the bin-centre error scales as h squared,
# and exact in-bin averages of exp(-b) remove it
limit_widths, limit_error = [0.1, 0.05, 0.025], []
for h in limit_widths:
    mid = bin_centres(h)
    P = biased.reshape(K, len(mid), -1).sum(axis=2)
    _, g = wham(N @ P, np.exp(-reduced_bias(mid)))
    limit_error.append(np.abs(g - g_exact).max())
    if h == 0.1:
        rho_bin = rho.reshape(len(mid), -1).sum(axis=1)
        averaged = (rho * np.exp(-reduced_bias(cells))).reshape(
            K, len(mid), -1).sum(axis=2) / rho_bin
        _, g = wham(N @ P, averaged)
        averaged_error = np.abs(g - g_exact).max()
limit_ratio = limit_error[1] / limit_error[2]
assert 3.5 < limit_ratio < 4.5
assert averaged_error < 1e-7

# Test: MBAR agrees with quadrature within its statistical error
repeats = []
for _ in range(30):
    x = draw_samples()
    repeats.append(basin_difference(x, mbar(reduced_bias(x), N)[0]))
spread = np.std(repeats, ddof=1)
mean_error = spread / np.sqrt(len(repeats))
assert abs(np.mean(repeats) - dF_exact) < 4 * mean_error

j = bin_index(np.array([0.05]), 0.1)[0]
denominator = (N * np.exp(g_show - reduced_bias(mid_show)[:, j])).sum()
height_wham = kT * np.log(p_show.max() / p_show[j])
height_exact = kT * np.log(rho_bin.max() / rho_bin[j])

print(f"temperature = {temperature:.0f} K, kT = {kT:.4e} hartree")
print(f"U = B(x^2-1)^2 + s x (x in bohr): B = {barrier} hartree, "
      f"s = {tilt} hartree/bohr")
print(f"spring constant = {spring} hartree/bohr^2")
print(f"windows = {K}, centres {centres[0]:.1f} to {centres[-1]:.1f} bohr, "
      f"spacing {centres[1]-centres[0]:.1f} bohr")
print(f"samples per window, alternating = {N[0]}, {N[1]}; total = {N.sum()}")
print(f"likelihood maximum vs WHAM, h = 0.4 bohr, {used.sum()} occupied bins:")
print(f"  largest difference in ln p = {likelihood_gap:.1e}")
print(f"WHAM vs MBAR with rounded biases, largest gap = {identity_gap:.1e}")
print("bin width (bohr), max |g_WHAM - g_MBAR|, basin dF (hartree):")
for h, err, dF in zip(widths, binning_error, dF_binned):
    print(f"  {h:<7g} {err:.2e}  {dF:.6f}")
print(f"Bennett, windows at {centres[a]:.1f} and {centres[c]:.1f} bohr: "
      f"g difference = {d_bennett:.6f}")
print(f"two-state MBAR: g difference = {d_pair:.6f}")
print("exact populations: bin width (bohr), max |g_WHAM - g_exact|:")
for h, err in zip(limit_widths, limit_error):
    print(f"  {h:<6g} {err:.3e}")
print(f"error ratio on last halving = {limit_ratio:.3f}")
print(f"same with in-bin averages of exp(-b), h = 0.1: {averaged_error:.1e}")
print("barrier bin from 0 to 0.1 bohr, sampled data:")
print(f"  pooled count M = {M_show[j]}, denominator = {denominator:.4e}")
print(f"  WHAM p = {p_show[j]:.4e}, exact p = {rho_bin[j]:.4e}")
print(f"  naive pooled fraction M/N = {M_show[j]/N.sum():.4e}")
print(f"  height above most probable bin: WHAM {height_wham:.6f}, "
      f"exact {height_exact:.6f} hartree")
print("free energy of right basin minus left basin:")
print(f"  quadrature = {dF_exact:.6f} hartree = "
      f"{dF_exact*to_kjmol:.3f} kJ/mol")
print(f"  MBAR, one data set = {dF_mbar:.6f} hartree = "
      f"{dF_mbar*to_kjmol:.3f} kJ/mol")
print(f"  standard deviation over {len(repeats)} data sets = "
      f"{spread:.6f} hartree")
print(f"  mean over data sets = {np.mean(repeats):.6f} "
      f"+/- {mean_error:.6f} hartree")
print("PASS")
```

Output:

```
temperature = 300 K, kT = 9.5004e-04 hartree
U = B(x^2-1)^2 + s x (x in bohr): B = 0.008 hartree, s = 0.001 hartree/bohr
spring constant = 0.08 hartree/bohr^2
windows = 15, centres -1.4 to 1.4 bohr, spacing 0.2 bohr
samples per window, alternating = 1000, 500; total = 11500
likelihood maximum vs WHAM, h = 0.4 bohr, 8 occupied bins:
  largest difference in ln p = 1.3e-06
WHAM vs MBAR with rounded biases, largest gap = 8.9e-11
bin width (bohr), max |g_WHAM - g_MBAR|, basin dF (hartree):
  0.4     2.60e+00  0.002000
  0.2     2.24e-01  0.002293
  0.1     3.99e-02  0.002170
  0.05    3.00e-02  0.002160
  0.01    8.80e-03  0.002129
  0.001   5.32e-04  0.002136
  0.0001  4.86e-05  0.002136
Bennett, windows at 0.0 and 0.2 bohr: g difference = -0.723204
two-state MBAR: g difference = -0.723204
exact populations: bin width (bohr), max |g_WHAM - g_exact|:
  0.1    4.652e-02
  0.05   1.158e-02
  0.025  2.899e-03
error ratio on last halving = 3.996
same with in-bin averages of exp(-b), h = 0.1: 8.4e-11
barrier bin from 0 to 0.1 bohr, sampled data:
  pooled count M = 190, denominator = 9.4376e+06
  WHAM p = 2.0132e-05, exact p = 2.2197e-05
  naive pooled fraction M/N = 1.6522e-02
  height above most probable bin: WHAM 0.009080, exact 0.008935 hartree
free energy of right basin minus left basin:
  quadrature = 0.001948 hartree = 5.115 kJ/mol
  MBAR, one data set = 0.002136 hartree = 5.609 kJ/mol
  standard deviation over 30 data sets = 0.000195 hartree
  mean over data sets = 0.001941 +/- 0.000036 hartree
PASS
```
